Hooke's atom at k = 1/4: exact wavefunction, energies and density

**Question: how do I get the Kohn-Sham eigenvalue and the correlation energy of Hooke's atom from its density?**

I am working on Hooke's atom, two electrons in a harmonic well with Coulomb repulsion. In atomic units,

H = −½∇₁² − ½∇₂² + (k/2)(r₁² + r₂²) + 1/|r₁ − r₂|,  k = 1/4.

The exercise says that this k is exactly solvable and asks for the exact density, the Kohn-Sham orbital, its eigenvalue ε, and Ts, Ex and Ec. I can see that the orbital should come from the square root of the density. But when I put it into the Kohn-Sham equation I get only the combination v_s(r) − ε, one equation for two unknowns. In an atom I would say that v_s goes to zero far away, but here the potential grows like r². How can ε be a definite number? And how do I get Ec without knowing the correlation functional?

**Answer**

You are right that the density fixes only v_s − ε. Adding a constant to v_s shifts ε by the same constant and leaves the orbital alone. The eigenvalue becomes definite through a convention, and the natural one is that the part of v_s due to the interaction, v_Hxc = v_s − kr²/2, vanishes as r → ∞. For Ec no functional is needed, because every other term of the energy can be computed. The algebra below is in atomic units and nonrelativistic, with k = ω², so ω = 1/2.

**The wavefunction.** Put R = (r₁ + r₂)/2 and u = r₁ − r₂, with u also standing for the length where no confusion arises. The Jacobian is 1. The chain rule gives ∇₁ = ½∇_R + ∇_u and ∇₂ = ½∇_R − ∇_u, so ∇₁² + ∇₂² = ½∇_R² + 2∇_u². Also r₁² + r₂² = 2R² + u²/2. Hence

H = [−¼∇_R² + ω²R²] + [−∇_u² + ω²u²/4 + 1/u].

Since ∇²e^(−ωR²) = (4ω²R² − 6ω)e^(−ωR²), the first bracket has the eigenfunction e^(−ωR²) with E_cm = 3ω/2. For an s state of the second bracket write the function as χ(u)/u, so that −χ″ + (ω²u²/4 + 1/u)χ = ε_rel χ. With χ = P e^(−ωu²/4),

χ″ = [P″ − ωuP′ + (ω²u²/4 − ω/2)P] e^(−ωu²/4),

and the equation becomes −P″ + ωuP′ + (ω/2)P + P/u − ε_rel P = 0. Try P = u + au² and collect powers:

u⁰: −2a + 1 = 0
u¹: ω + ω/2 + a − ε_rel = 0
u²: 2aω + aω/2 − aε_rel = 0

The first line gives a = 1/2 and the third ε_rel = 5ω/2. The second then gives ω = a = 1/2. This two-term polynomial therefore works only at k = 1/4, where ε_rel = 5/4, E_cm = 3/4 and E = 2. Because R²/2 + u²/8 = (r₁² + r₂²)/4,

Ψ = C (1 + u/2) e^(−(r₁² + r₂²)/4).

This is the ground state. If Ψ₀ is a real lowest eigenfunction, |Ψ₀| has the same energy expectation and is also a lowest eigenfunction. The strictly positive Ψ has nonzero overlap with |Ψ₀|, and eigenfunctions with different energies are orthogonal, so the energies are equal. Ψ is symmetric in space, so the spin state is the singlet.

**Exact energy components.** The substitution t = u²/4 gives M_m = ∫₀^∞ u^m e^(−u²/4) du = 2^m Γ((m+1)/2), that is M₁ = 2, M₂ = 2√π, M₃ = 8, M₄ = 12√π, M₅ = 64, M₆ = 120√π. With (1 + u/2)² = 1 + u + u²/4 the relative norm is

D = M₂ + M₃ + M₄/4 = 8 + 5√π.

The full norm is C² · π^(3/2) · 4πD = 1, the factor π^(3/2) being ∫e^(−R²)d³R, so C² = 1/(4π^(5/2)D). Then

Vee = (M₁ + M₂ + M₃/4)/D = (4 + 2√π)/D,
⟨u²⟩/16 = (M₄ + M₅ + M₆/4)/(16D) = (4 + 21√π/8)/D.

For the centre of mass ⟨R²⟩ = 3/2, so its potential energy is 3/8 and its kinetic energy is 3/4 − 3/8 = 3/8. The relative kinetic energy is 5/4 minus the two lines above. With (5/4)D = 10 + 25√π/4 its numerator is (10 − 4 − 4) + (50 − 16 − 21)√π/8. Therefore

Vext = 3/8 + (4 + 21√π/8)/D,  T = 3/8 + (2 + 13√π/8)/D.

**The density.** For two electrons n(r) = 2∫Ψ²(r, r₂) d³r₂. The factor e^(−r₂²/2) is (2π)^(3/2) times a normalized Gaussian with unit variance per axis. Writing ⟨…⟩₀ for the average over that Gaussian,

n(r) = 2C²(2π)^(3/2) e^(−r²/2) [1 + ⟨u⟩₀ + ⟨u²⟩₀/4].

Here ⟨u²⟩₀ = r² − 2r·⟨r₂⟩₀ + ⟨r₂²⟩₀ = r² + 3. For ⟨u⟩₀ let s = |r₂|. From u² = r² + s² − 2rsμ follows u du = −rs dμ, so the angular average of u is [(r+s)³ − |r−s|³]/(6rs). The two terms combine into one integral over the whole real line by s → −s in the second:

⟨u⟩₀ = (2π)^(−3/2) (4π/6r) ∫_{−∞}^{∞} s e^(−s²/2) |r+s|³ ds.

Integrate by parts with s e^(−s²/2) = −(e^(−s²/2))′ and (|r+s|³)′ = 3(r+s)|r+s|. The prefactor becomes 1/(r√(2π)), so with p(s) = e^(−s²/2)/√(2π),

r⟨u⟩₀ = ∫p(s)(r+s)|r+s| ds = (r² + 1) − 2∫_r^∞ (s−r)² p(s) ds,

where the last term corrects the sign on s < −r, reflected to s > r. Let Q = ∫_r^∞ p ds. Then ∫_r^∞ s p ds = p(r), and by parts ∫_r^∞ s² p ds = r p(r) + Q, so the tail integral equals (1 + r²)Q − r p(r). Using 1 − 2Q = erf(r/√2), abbreviated erf, and 2p(r) = c e^(−r²/2) with c = √(2/π),

⟨u⟩₀ = (r + 1/r) erf + c e^(−r²/2).

The prefactor is 2C²(2π)^(3/2) = √2/(πD), and

n(r) = [√2/(πD)] e^(−r²/2) g(r),
g = 7/4 + r²/4 + (r + 1/r) erf + c e^(−r²/2).

The derivatives follow from (erf)′ = c e^(−r²/2). In g′ the terms ±c r e^(−r²/2) cancel:

g′ = r/2 + (1 − 1/r²) erf + c e^(−r²/2)/r,
g″ = 1/2 + 2 erf/r³ − 2c e^(−r²/2)/r²,
∇²g = g″ + 2g′/r = 3/2 + 2 erf/r.

**Orbital and potential.** The Kohn-Sham system is two non-interacting electrons in a local potential v_s with ground-state density n. In a singlet both occupy one spatial orbital, n = 2φ², so

φ = √(n/2) = const · e^(−r²/4) √g.

Solving (−½∇² + v_s)φ = εφ for the potential gives v_s = ε + ∇²φ/(2φ). Since φ > 0 everywhere, the positivity argument above makes it the lowest orbital of this v_s, so the construction is consistent. It relies on there being one orbital. For the triplet, or for more than two electrons, √n is not a Kohn-Sham orbital.

Write φ ∝ A B with A = e^(−r²/4) and B = √g. Then A′/A = −r/2, ∇²A/A = r²/4 − 3/2, B′/B = g′/(2g) and ∇²B/B = ∇²g/(2g) − g′²/(4g²). The product rule ∇²(AB) = B∇²A + 2A′B′ + A∇²B gives

v_s = r²/8 + ε − 3/4 − r g′/(4g) + ∇²g/(4g) − g′²/(8g²).

The term r²/8 is the external potential, and the rest is v_Hxc.

**The eigenvalue from large r.** Up to terms of order e^(−r²/2), erf → 1. With x = 1/r,

g = (r²/4)(1 + 4x + 7x² + 4x³),  g′ = (r/2)(1 + 2x − 2x³).

The reciprocal is 1/(1 + 4x + 7x² + …) = 1 − 4x + (16 − 7)x² + …, so

g′/g = 2x(1 + 2x)(1 − 4x + 9x²) + … = 2x(1 − 2x + x² + …).

Through order x² the three terms are −r g′/(4g) = −1/2 + x − x²/2, then ∇²g/(4g) = (3/2)x², and −g′²/(8g²) = −x²/2. Summing,

v_Hxc = (ε − 5/4) + 1/r + 1/(2r²) + O(1/r³).

The convention v_Hxc(∞) = 0 gives ε = 5/4. Of this, 3/4 is the level of the bare well and 1/2 comes from the growth g ∝ r².

**Why this is the removal energy.** A single electron in the well has E(1) = 3ω/2 = 3/4, so E(2) − E(1) = 5/4 as well. The agreement can be derived. Define Φ(r₂|r₁) by Ψ = φ(r₁)Φ. Since ∫Ψ²d³r₂ = n/2 = φ², one has ∫Φ²d³r₂ = 1 for every r₁. Differentiating once gives ∫Φ∇₁Φ d³r₂ = 0, and differentiating again gives ∫Φ∇₁²Φ d³r₂ = −∫|∇₁Φ|² d³r₂. Insert ∇₁²(φΦ) = Φ∇²φ + 2∇φ·∇₁Φ + φ∇₁²Φ into HΨ = EΨ, multiply by Φ, integrate over r₂ and subtract E(1)φ from both sides:

[−½∇² + r²/8 + v_cond + v_kin + v_rest] φ = [E(2) − E(1)] φ,

v_cond = ∫Φ²/u d³r₂,  v_kin = ½∫|∇₁Φ|² d³r₂,  v_rest = ∫Φ h₂Φ d³r₂ − E(1),

with h₂ = −½∇₂² + r₂²/8. This has the Kohn-Sham form. It remains to show that the three potentials vanish at infinity.

Let r₁ = r lie far out along the z axis and let φ₀ ∝ e^(−r₂²/4) be the one-electron ground state. With u = r − z₂ + (x₂² + y₂²)/(2r) + …,

Φ ∝ (1 + u/2)φ₀ ∝ [1 − z₂/(r+2) + O(1/r²)] φ₀.

The operator h₂ − E(1) annihilates φ₀, so v_rest is quadratic in the admixture. The function z₂φ₀ is an eigenstate with excitation energy ω = 1/2 and norm ⟨z₂²⟩₀ = 1. The O(1/r²) piece is even in z₂ and has no cross term with it. Hence

v_rest = 1/[2(r+2)²] + O(1/r⁴) = 1/(2r²) − 2/r³ + O(1/r⁴).

For v_cond expand 1/u = 1/r + z₂/r² + (3z₂² − r₂²)/(2r³) + …. In Φ the mean of z₂ is −2/r at leading order, and the quadrupole term averages to zero in φ₀, so v_cond = 1/r − 2/r³ + …. The gradient with respect to r₁ of the admixture is O(1/r²), so v_kin = O(1/r⁴). All three vanish at infinity, which proves ε = E(2) − E(1) in this gauge. Their sum, 1/r + 1/(2r²) − 4/r³, agrees with the exact series coefficients printed by the numerical check.

The 1/r is the repulsion of the one electron left behind. The 1/(2r²) is the energy cost of displacing that electron, and it decays slowly because the admixture falls only as 1/r. For other k the ground state is still a Gaussian times a function f(u) that grows as a power of u, because the dominant balance at large u is ωu f′ ≈ (ε_rel − 3ω/2)f. The same argument then gives ε = E(2) − E(1), and since E_cm = E(1) = 3ω/2 this equals ε_rel. Without the interaction f = 1 and ε = 3ω/2.

**Ts.** Two electrons in φ give Ts = 2 · ½∫|∇φ|² d³r. With ∇φ = ∇n/(2√(2n)) and n′/n = g′/g − r,

Ts = ∫|∇n|²/(8n) d³r = (π/2)∫₀^∞ r² n (g′/g − r)² dr.

This is evaluated by quadrature. For the interacting kinetic energy, T = ∫∫|∇₁Ψ|², the cross term drops out because ∫Φ∇₁Φ d³r₂ = 0, which leaves T = ∫|∇φ|² + ∫φ² · 2v_kin. So

Tc = T − Ts = ∫n v_kin d³r > 0.

**Ex.** The Hartree energy is U = ½∫∫n(r)n(r′)/|r − r′| = ½∫n v_H. A spherical shell acts outside as a point charge and inside as a constant, so

v_H(r) = N(r)/r + ∫_r^∞ 4πr′n dr′,  N(r) = ∫₀^r 4πr′²n dr′.

Exchange is defined by Ex = ⟨Φs|1/u|Φs⟩ − U, with Φs the Kohn-Sham determinant. Its spatial part is φ(r₁)φ(r₂), so ⟨Φs|1/u|Φs⟩ = ∫∫φ²φ²/u = ¼∫∫n n/u = U/2. Thus

Ex = −U/2,  v_x = δEx/δn = −v_H/2,

valid for two-electron singlet densities. Exchange here only removes the self-repulsion contained in U. An independent route to U uses r₁ = R + u/2, which factorizes the Fourier transform into ñ(q) = 2e^(−q²/4)⟨sin(qu/2)/(qu/2)⟩, the average taken with weight u²(1 + u/2)²e^(−u²/4)/D. With 4π/q² as the transform of 1/r,

U = ½(2π)^(−3) ∫(4π/q²) ñ² 4πq² dq = (1/π)∫₀^∞ ñ² dq.

**Ec.** By definition E = Ts + Vext + U + Ex + Ec, with the same Vext in both systems because the densities are equal. Using also E = T + Vext + Vee,

Ec = 2 − Ts − Vext − U/2 = Tc + Uc,  Uc = Vee − U/2.

The correlation potential is what remains of v_s = r²/8 + v_H + v_x + v_c, namely v_c = v_Hxc − v_H/2. Since v_H → 2/r up to Gaussian-small terms, v_xc → −1/r and v_c → 1/(2r²) − 4/r³ + ….

A sum rule ties v_c to the energies. Scale a wavefunction by r → λr. Kinetic energies go as λ², Vee as λ, and ∫n v has derivative −∫n r·∇v at λ = 1. Stationarity of the two ground states gives

2T + Vee = ∫n r·∇v_ext,  2Ts = ∫n r·∇v_s.

Subtracting, 2Ts − 2T − Vee = ∫n r·∇(v_H/2 + v_c). Symmetrizing the double integral in r and r′ turns r·∇ into ½(r − r′)·∇ acting on 1/|r − r′|, which returns −½/|r − r′|, so ∫n r·∇v_H = −U. Therefore

−∫n r·∇v_c d³r = 2Tc + Vee − U/2 = Ec + Tc.

By parts the left side is ∫v_c(3n + rn′)d³r. A constant in v_c drops out, because 3n + rn′ is the divergence of the vector field r n.

**Numbers.** With 1 hartree = 27.211386 eV and 1 bohr = 0.529177 Å, the well has k = 24.29 eV/Å² and ħω = 13.606 eV. The pure numbers are D = 16.862269 and c = 0.797885. The closed forms give T = 18.07972 eV, Vext = 24.16750 eV and Vee = 12.17555 eV, which add to E(2) = 54.42277 eV. The eigenvalue is

ε = 54.42277 − 20.40854 = 34.01423 eV = 1.250000 hartree.

The lowest relative p level, which belongs to the triplet, lies at 43.801 eV, above the s level at 34.014 eV. The quadratures give

Ts = 17.28591 eV = 0.635246 hartree,
U = 28.03454 eV,  Ex = −28.03454/2 = −14.01727 eV = −0.515125 hartree,
Ec = 54.42277 − 17.28591 − 24.16750 − 14.01727 = −1.04791 eV = −0.038510 hartree.

The two parts are Tc = 18.07972 − 17.28591 = 0.79381 eV and Uc = 12.17555 − 14.01727 = −1.84172 eV. Correlation lowers the repulsion by 1.84 eV relative to the determinant and costs 0.79 eV of kinetic energy, which is 4.4% of T. Ec is 7.5% of Ex. The sum rule requires Ec + Tc = −1.04791 + 0.79381 = −0.25410 eV, and the integral over v_c gives −0.25410 eV.

At the origin erf ≈ c r, so g(0) = 7/4 + 2c = 3.345769, ∇²g(0) = 3/2 + 2c and g′(0) = 0, since g is even in r. Then n(0) = 0.0266962 × 3.345769/0.529177³ = 0.6028 Å⁻³, and

v_Hxc(0) = [1/2 + (3/2 + 2c)/(7 + 8c)] × 27.211386 eV = 19.900 eV.

r (Å)   n (Å⁻³)       v_Hxc (eV)   v_x (eV)   v_c (eV)
0.0     0.6028        19.900       −19.632    +0.268
0.5     0.4377        16.992       −17.559    −0.568
1.0     0.1527        12.276       −13.221    −0.945
2.0     1.335×10⁻³    7.030        −7.197     −0.167
4.0     1.67×10⁻¹²    3.654        −3.600     +0.054

Since v_H/2 = −v_x, each row obeys v_c = v_Hxc + v_x. The correlation potential does not keep one sign although Ec is negative. It is positive inside 0.244 Å, reaches its minimum of about −0.98 eV near 0.88 Å, somewhat inside the rms radius of 0.997 Å, and is positive again beyond 2.70 Å. As r → ∞ the sign is that of the 1/(2r²) tail derived above. The position of the outer zero, 5.1 bohr, is not set by that term, since the two-term form 1/(2r²) − 4/r³ is still negative there and the higher terms of the series matter. The positive value at the centre is the computed difference 19.900 − 19.632, and I offer no further mechanism for it. The tail sets in slowly. The terms 1/(2r²) and 4/r³ are equal at r = 8 in atomic units, slightly beyond the last row, so the leading term alone does not describe that row. In atomic units r²v_rest is 0.361 at 6.35 Å and 0.411 at 10.58 Å, still below its limit 1/2. The form r²/[2(r+2)²] accounts for most of this, giving ½(12/14)² = 0.367 and ½(20/22)² = 0.413 at those two radii.

**Ec against the Hartree-Fock definition.** The Kohn-Sham determinant has ⟨Φs|H|Φs⟩ = Ts + Vext + U/2 = E − Ec = 55.47068 eV. Restricted Hartree-Fock minimizes the same expectation value over all doubly occupied orbitals, so E < E_HF ≤ E − Ec, which means Ec ≤ E − E_HF < 0. A radial Hartree-Fock calculation gives E_HF = 55.46875 eV and E − E_HF = −1.04597 eV. The density-functional Ec lies 0.00194 eV lower, about 0.2% of |Ec|, in this model at this k.

The numerical check below tests the eigenvalue without assuming it: it builds v_cond + v_kin + v_rest by quadrature of Ψ, diagonalizes the resulting radial Hamiltonian, and asserts that the lowest level equals 5/4, its orbital equals √(n/2) and its kinetic energy equals Ts, each to 10⁻⁸ in atomic units, along with the density, both routes to U, the sum rule and the Hartree-Fock ordering.

Table of computed values

```
1 hartree = 27.211386 eV ; 1 bohr = 0.529177 angstrom
k = 24.2934 eV/angstrom^2 ; hbar*omega = 13.6057 eV
D = 16.862269 ; c = 0.797885 ; sqrt2/(pi D) = 0.0266962 (pure numbers)
g(0) = 3.345769 (pure number)
series coefficients 1, 1/r, 1/r^2, 1/r^3 (a.u., exact): [-5/4, 1, 1/2, -4]
electron number = 2.00000000
rms radius = 0.99741 angstrom
E(2) = 54.42277 eV
E(1) = 20.40854 eV
E_cm = 20.40854 eV
eps_rel l=0 = 34.01423 eV
eps_rel l=1 = 43.80100 eV
T = 18.07972 eV
Vext = 24.16750 eV
Vee = 12.17555 eV
U = 28.03454 eV
U (form factor) = 28.03454 eV
Ts (diagonalized orbital) = 17.28591 eV
int n v_s = 50.74255 eV
Tc = 0.79381 eV
Uc = -1.84172 eV
Exc = -15.06518 eV
Ec+Tc = -0.25410 eV
-int n r.grad v_c = -0.25410 eV
E of KS determinant = 55.47068 eV
E_HF = 55.46875 eV
E - E_HF = -1.04597 eV
Ec - (E - E_HF) = -0.00194 eV
MAIN eps (diagonalized) = 34.01423 eV = 1.250000 hartree
MAIN Ts = 17.28591 eV = 0.635246 hartree
MAIN Ex = -14.01727 eV = -0.515125 hartree
MAIN Ec = -1.04791 eV = -0.038510 hartree
Ec/Ex = 0.07476 ; -Tc/Ec = 0.75752 ; Tc/T = 0.04391
r/angstrom  n/angstrom^-3  v_Hxc/eV  v_x/eV  v_c/eV
0.0  6.02756e-01  19.9002  -19.6322  0.2680
0.5  4.37684e-01  16.9915  -17.5590  -0.5675
1.0  1.52676e-01  12.2763  -13.2210  -0.9447
2.0  1.33466e-03  7.0299  -7.1973  -0.1673
4.0  1.67383e-12  3.6537  -3.5999  0.0538
zeros of v_c / angstrom: [0.2441, 2.7032]
max v_c on grid = 0.2371 eV at r = 0.079 angstrom
min v_c on grid = -0.9768 eV at r = 0.873 angstrom
r^2 v_rest/(hartree bohr^2) = 0.3612 at 6.350 angstrom
r^2 v_rest/(hartree bohr^2) = 0.4105 at 10.584 angstrom
```
